# Why Abundant Deep Oxygen Vacancies Need Not Supply Abundant Electrons: a program that tests the result

```python
"""
Result under test: abundant deep oxygen vacancies stay mostly neutral in an
n-type oxide, so they are not a source of abundant free electrons.
Symbols: energies in eV from the conduction-band edge; ef = Fermi energy;
depth = distance of the (2+/0) vacancy level below the edge; U = pair energy
E(0)+E(2+)-2E(+), negative here; N_V = vacancy density; N_D, N_A = ionized
shallow donors and acceptors; z = mean vacancy charge. Densities in cm^-3.
Charge states 0, +1, +2 have degeneracies 1, 2, 1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gammaln, erfc

KB = const.k / const.e
MASS_E, MASS_H, GAP = 0.3, 3.0, 3.2
DEPTH, U = 1.0, -1.0
E_NEUTRAL, N_O = 0.6, 5e22
T_GROWTH, T_ROOM = 900.0, 300.0
N_D = 1e17
Q = np.array([0.0, 1.0, 2.0])
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)


def band_density(ef, T, mass):
    """Integral of the parabolic density of states times Fermi occupation."""
    eta = ef / (KB * T)
    top = np.sqrt(max(eta, 0.0) + 45.0)
    u = 0.5 * top * (NODES + 1)
    integral = 0.5 * top * np.sum(WEIGHTS * 2 * u**2 * expit(eta - u**2))
    scale = 2 * mass * const.m_e * const.k * T / const.hbar**2
    return scale**1.5 / (2 * np.pi**2) * integral * 1e-6


def effective_density(T, mass):
    return 2 * (2 * np.pi * mass * const.m_e * const.k * T
                / const.h**2)**1.5 * 1e-6


def log_weights(ef, depth, T):
    d = np.atleast_1d(depth)
    kt = KB * T
    return np.array([0 * d, np.log(2) - (ef + d - U / 2) / kt,
                     -2 * (ef + d) / kt])


def charge_moments(ef, depth, T, share=None):
    """Mean charge and mean thermal variance, averaged over level depths."""
    lw = log_weights(ef, depth, T)
    prob = np.exp(lw - lw.max(axis=0))
    prob /= prob.sum(axis=0)
    mean = Q @ prob
    var = (Q**2) @ prob - mean**2
    if share is None:
        share = np.ones(len(mean)) / len(mean)
    return float(share @ mean), float(share @ var)


def solve_neutrality(n_v, T, depth=DEPTH, donors=0.0, acceptors=0.0,
                     share=None):
    def net_charge(ef):
        z = charge_moments(ef, depth, T, share)[0]
        return (band_density(-GAP - ef, T, MASS_H) + donors + n_v * z
                - acceptors - band_density(ef, T, MASS_E))
    ef = brentq(net_charge, -GAP, 1.0, xtol=1e-14, maxiter=300)
    return ef, band_density(ef, T, MASS_E)


kt_r, kt_g = KB * T_ROOM, KB * T_GROWTH
nc_r = effective_density(T_ROOM, MASS_E)
nc_g = effective_density(T_GROWTH, MASS_E)

# Boltzmann band formula against the density-of-states integral
for T, nc in ((T_ROOM, nc_r), (T_GROWTH, nc_g)):
    assert abs(band_density(-0.5, T, MASS_E)
               / (nc * np.exp(-0.5 / (KB * T))) - 1) < 2e-3

# Neutral abundance: explicit sum over vacancy arrangements on a lattice
sites = 10**6
m = np.arange(0, 2001)
lw = (gammaln(sites + 1) - gammaln(m + 1) - gammaln(sites - m + 1)
      - m * E_NEUTRAL / kt_g)
w = np.exp(lw - lw.max())
mean_vacancies = np.sum(m * w) / np.sum(w)
assert abs(mean_vacancies / (sites * np.exp(-E_NEUTRAL / kt_g)) - 1) < 1e-3

# Full equilibrium at growth temperature, with shallow donors present
n_neutral = N_O * np.exp(-E_NEUTRAL / kt_g)


def growth_charge(ef):
    w_q = np.exp(log_weights(ef, DEPTH, T_GROWTH)[:, 0])
    return (N_D + n_neutral * (Q @ w_q) + band_density(-GAP - ef, T_GROWTH, MASS_H)
            - band_density(ef, T_GROWTH, MASS_E))


ef_growth = brentq(growth_charge, -GAP, 1.0, xtol=1e-14)
n_growth = band_density(ef_growth, T_GROWTH, MASS_E)
growth_parts = n_neutral * np.exp(log_weights(ef_growth, DEPTH, T_GROWTH)[:, 0])
N_V = growth_parts.sum()
assert growth_parts[0] / N_V > 0.999

# Fluctuation identity for the slope of the mean charge
step = 1e-5
for ef in (-1.02, -0.97):
    slope = (charge_moments(ef + step, DEPTH, T_ROOM)[0]
             - charge_moments(ef - step, DEPTH, T_ROOM)[0]) / (2 * step)
    expected = -charge_moments(ef, DEPTH, T_ROOM)[1] / kt_r
    assert abs(slope / expected - 1) < 1e-5

# Vacancies alone: canonical sum in a finite box, without a Fermi level
ef_hot, n_hot = solve_neutrality(N_V, T_GROWTH)
M = 4_000_000
volume = M / N_V
j = np.arange(0, 601)[:, None]
k = np.arange(0, 1001)[None, :]
electrons = j + 2 * k
lw = (gammaln(M + 1) - gammaln(j + 1) - gammaln(k + 1)
      - gammaln(M - j - k + 1) + j * np.log(2)
      - (j * (DEPTH - U / 2) + k * 2 * DEPTH) / kt_g
      + electrons * np.log(nc_g * volume) - gammaln(electrons + 1))
w = np.exp(lw - lw.max())
assert max(w[-1, :].max(), w[:, -1].max()) < 1e-12
n_box = np.sum(electrons * w) / np.sum(w) / volume
assert abs(n_box / n_hot - 1) < 5e-3  # finite box: order one in 1000 electrons


def cubic_density(n_v, T, nc):
    a1 = 2 * nc * np.exp(-(DEPTH - U / 2) / (KB * T))
    a2 = nc**2 * np.exp(-2 * DEPTH / (KB * T))
    s = (2 * a2 * n_v)**(1 / 3)
    roots = np.roots([1, 0, -a1 * n_v / s**2, -1])
    return s * max(r.real for r in roots if abs(r.imag) < 1e-9), s


ef_alone, n_alone = solve_neutrality(N_V, T_ROOM)
cubic_r, cube_root_r = cubic_density(N_V, T_ROOM, nc_r)
cubic_g, cube_root_g = cubic_density(N_V, T_GROWTH, nc_g)
assert abs(cubic_r / n_alone - 1) < 1e-3
assert abs(cubic_g / n_hot - 1) < 2e-3
assert abs(cube_root_r / n_alone - 1) < 1e-2
n_tenfold = solve_neutrality(10 * N_V, T_ROOM)[1]
assert abs(n_tenfold / n_alone - 10**(1 / 3)) < 0.02

# Marginal electron yield per added vacancy, by finite differences
yields = []
for donors in (0.0, N_D):
    ef, n = solve_neutrality(N_V, T_GROWTH, donors=donors)
    up = solve_neutrality(1.01 * N_V, T_GROWTH, donors=donors)[1]
    down = solve_neutrality(0.99 * N_V, T_GROWTH, donors=donors)[1]
    numeric = (up - down) / (0.02 * N_V)
    z, var = charge_moments(ef, DEPTH, T_GROWTH)
    assert abs(numeric / (z / (1 + N_V * var / n)) - 1) < 3e-3
    yields.append(numeric)

# Level shifted rigidly at fixed vacancy density, in n-type material
ef_donor = solve_neutrality(0.0, T_ROOM, donors=N_D)[0]
scan = []
for depth in (1.0, 0.6, 0.4, 0.2, 0.1, 0.0, -0.3):
    ef, n = solve_neutrality(N_V, T_ROOM, depth=depth, donors=N_D)
    supplied = N_V * charge_moments(ef, depth, T_ROOM)[0]
    bound = N_V * charge_moments(ef_donor, depth, T_ROOM)[0]
    assert supplied <= bound * (1 + 1e-8)
    scan.append((depth, ef, n, supplied, bound))
assert all(b[3] > a[3] for a, b in zip(scan, scan[1:]))
assert scan[0][3] < 1.0 and abs(scan[0][2] / N_D - 1) < 1e-6
assert abs(scan[-1][3] / (2 * N_V) - 1) < 1e-2

# Acceptors instead of donors: charged vacancies without free electrons
N_A = 1e17
ef_comp, n_comp = solve_neutrality(N_V, T_ROOM, acceptors=N_A)
charge_comp = N_V * charge_moments(ef_comp, DEPTH, T_ROOM)[0]
ef_formula = -DEPTH + kt_r / 2 * np.log((N_V - N_A / 2) / (N_A / 2))
assert abs(ef_comp - ef_formula) < 1e-5
assert abs(charge_comp / N_A - 1) < 1e-6 and n_comp < 1e-6 * N_A

# Gaussian spread of vacancy levels, as in a disordered film
disorder = []
for sigma in (0.20, 0.35):
    depths = np.linspace(DEPTH - 8 * sigma, DEPTH + 8 * sigma, 4001)
    share = np.exp(-(depths - DEPTH)**2 / (2 * sigma**2))
    share /= share.sum()
    ef, n = solve_neutrality(N_V, T_ROOM, depth=depths, donors=N_D, share=share)
    z = charge_moments(ef, depths, T_ROOM, share)[0]
    tail = 0.5 * erfc((DEPTH + ef) / (sigma * np.sqrt(2)))
    assert 1.0 < (z / 2) / tail < 1.25  # excess from thermal broadening
    assert z < 0.02  # at least 98 percent of vacancies neutral
    disorder.append((sigma, ef, n, N_V * z, z / 2, tail))
assert disorder[0][3] < 0.01 * N_D
assert disorder[1][3] > 0.5 * N_D

print(f"electron mass, hole mass (m_e): {MASS_E}, {MASS_H}; gap: {GAP} eV")
print(f"(2+/0) depth: {DEPTH} eV; pair energy U: {U} eV")
print(f"(+/0) depth: {DEPTH-U/2} eV; (2+/+) depth: {DEPTH+U/2} eV")
print(f"neutral formation energy: {E_NEUTRAL} eV; O sites: {N_O:.1e} cm^-3")
print(f"shallow donors: {N_D:.1e} cm^-3")
print(f"growth, room temperature: {T_GROWTH:.0f}, {T_ROOM:.0f} K")
print(f"kT at growth, room: {kt_g:.5f}, {kt_r:.5f} eV")
print(f"N_c at growth, room: {nc_g:.3e}, {nc_r:.3e} cm^-3")
print("-- growth equilibrium with shallow donors")
print(f"Fermi energy: {ef_growth:.4f} eV; electrons: {n_growth:.4e} cm^-3")
print(f"V0, V+, V2+: {growth_parts[0]:.3e}, {growth_parts[1]:.3e}, "
      f"{growth_parts[2]:.3e} cm^-3")
print(f"total vacancies, then frozen: {N_V:.3e} cm^-3")
print(f"naive two electrons per vacancy: {2*N_V:.3e} cm^-3")
print("-- vacancies alone, fixed total")
print(f"900 K electrons, neutrality: {n_hot:.4e} cm^-3")
print(f"900 K electrons, canonical box: {n_box:.4e} cm^-3")
print(f"900 K electrons, cubic equation: {cubic_g:.4e} cm^-3")
print(f"900 K electrons, cube-root law: {cube_root_g:.4e} cm^-3")
print(f"300 K Fermi energy: {ef_alone:.4f} eV")
print(f"300 K electrons, neutrality: {n_alone:.4e} cm^-3")
print(f"300 K electrons, cube-root law: {cube_root_r:.4e} cm^-3")
print(f"300 K electron ratio for tenfold vacancies: {n_tenfold/n_alone:.4f}")
print("-- added electrons per added vacancy at 900 K")
print(f"without donors: {yields[0]:.3e}; with donors: {yields[1]:.3e}")
print("-- 300 K, shallow donors present, level shifted at fixed N_V")
print(f"Fermi energy without vacancies: {ef_donor:.4f} eV")
print("depth eV | Fermi eV | n cm^-3 | from vacancies cm^-3 | bound cm^-3")
for depth, ef, n, supplied, bound in scan:
    print(f"{depth:5.1f} | {ef:8.4f} | {n:.3e} | {supplied:.3e} | {bound:.3e}")
print("-- 300 K, acceptors instead of donors")
print(f"acceptors: {N_A:.1e} cm^-3; Fermi energy: {ef_comp:.4f} eV")
print(f"vacancy charge: {charge_comp:.3e} cm^-3; electrons: {n_comp:.3e} cm^-3")
print("-- 300 K, Gaussian levels, shallow donors present")
for sigma, ef, n, supplied, fraction, tail in disorder:
    print(f"width: {sigma:.2f} eV; Fermi energy: {ef:.4f} eV; n: {n:.3e} cm^-3")
    print(f"  from vacancies: {supplied:.3e} cm^-3")
    print(f"  half mean charge: {fraction:.3e}; tail formula: {tail:.3e}")
print("all assertions hold")
```

It prints:

```
electron mass, hole mass (m_e): 0.3, 3.0; gap: 3.2 eV
(2+/0) depth: 1.0 eV; pair energy U: -1.0 eV
(+/0) depth: 1.5 eV; (2+/+) depth: 0.5 eV
neutral formation energy: 0.6 eV; O sites: 5.0e+22 cm^-3
shallow donors: 1.0e+17 cm^-3
growth, room temperature: 900, 300 K
kT at growth, room: 0.07756, 0.02585 eV
N_c at growth, room: 2.143e+19, 4.123e+18 cm^-3
-- growth equilibrium with shallow donors
Fermi energy: -0.4161 eV; electrons: 1.0005e+17 cm^-3
V0, V+, V2+: 2.183e+19, 3.720e+13, 6.304e+12 cm^-3
total vacancies, then frozen: 2.183e+19 cm^-3
naive two electrons per vacancy: 4.367e+19 cm^-3
-- vacancies alone, fixed total
900 K electrons, neutrality: 5.2683e+15 cm^-3
900 K electrons, canonical box: 5.2667e+15 cm^-3
900 K electrons, cubic equation: 5.2688e+15 cm^-3
900 K electrons, cube-root law: 5.0215e+15 cm^-3
300 K Fermi energy: -0.6463 eV
300 K electrons, neutrality: 5.7264e+07 cm^-3
300 K electrons, cube-root law: 5.7198e+07 cm^-3
300 K electron ratio for tenfold vacancies: 2.1573
-- added electrons per added vacancy at 900 K
without donors: 8.420e-05; with donors: 2.280e-06
-- 300 K, shallow donors present, level shifted at fixed N_V
Fermi energy without vacancies: -0.0959 eV
depth eV | Fermi eV | n cm^-3 | from vacancies cm^-3 | bound cm^-3
  1.0 |  -0.0959 | 1.000e+17 | 1.129e-04 | 1.129e-04
  0.6 |  -0.0959 | 1.000e+17 | 1.098e+03 | 1.098e+03
  0.4 |  -0.0959 | 1.000e+17 | 2.655e+09 | 2.655e+09
  0.2 |  -0.0932 | 1.112e+17 | 1.122e+16 | 1.391e+16
  0.1 |  -0.0446 | 6.924e+17 | 5.924e+17 | 1.842e+19
  0.0 |   0.0236 | 6.142e+18 | 6.042e+18 | 4.364e+19
 -0.3 |   0.1471 | 4.377e+19 | 4.367e+19 | 4.367e+19
-- 300 K, acceptors instead of donors
acceptors: 1.0e+17 cm^-3; Fermi energy: -0.9215 eV
vacancy charge: 1.000e+17 cm^-3; electrons: 1.366e+03 cm^-3
-- 300 K, Gaussian levels, shallow donors present
width: 0.20 eV; Fermi energy: -0.0959 eV; n: 1.002e+17 cm^-3
  from vacancies: 1.562e+14 cm^-3
  half mean charge: 3.576e-06; tail formula: 3.084e-06
width: 0.35 eV; Fermi energy: -0.0695 eV; n: 2.743e+17 cm^-3
  from vacancies: 1.743e+17 cm^-3
  half mean charge: 3.992e-03; tail formula: 3.922e-03
all assertions hold
```
